# Bohm-Staver Sound Velocity from Static Electronic Screening, Tested on Sodium: a numerical check

```python
"""Bohm-Staver sound speed: c = vF*sqrt(Z*m/(3*M)) for long waves.

Ions (charge Z, mass M) form a charged fluid whose plasma frequency Omega
is screened by the static electronic dielectric function eps(q):
    omega^2 = Omega^2/eps(q),  eps(q) = 1 + (kTF^2/q^2)*F(q/(2 kF)).
Rydberg atomic units: hbar = 1, electron mass m = 1/2, e^2 = 2, energy k^2.
kF, vF: Fermi wave number and velocity; kTF: Thomas-Fermi wave number;
n: electron density; rs: radius of the sphere holding one electron.
The sodium test also uses the bulk modulus of a first-order empty-core
pseudopotential model of the bcc crystal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc
from pyscf.dft import libxc

pi = np.pi
m_el = 0.5
e2 = 2.0


def density(kF):
    return kF**3 / (3 * pi**2)


def fermi_wave_number(rs):
    return (9 * pi / 4)**(1 / 3) / rs


def plasma_squared(kF, Z, M):
    return 4 * pi * density(kF) * Z * e2 / M


def bohm_staver(kF, Z, M):
    return (kF / m_el) * np.sqrt(Z * m_el / (3 * M))


def lindhard_factor(x):
    return 0.5 + (1 - x*x) / (4*x) * np.log((1 + x) / (1 - x))


def response_by_quadrature(q, kF):
    """Sum over occupied-to-empty transitions, sliced normal to q."""
    def slice_term(kz):
        final_disc = max(kF**2 - (kz + q)**2, 0.0)
        area = pi * (kF**2 - kz**2 - final_disc)
        return area / (q * (q + 2*kz))
    low = quad(slice_term, -q/2, kF - q, epsabs=1e-12)[0]
    high = quad(slice_term, kF - q, kF, epsabs=1e-12)[0]
    return 4 / (2*pi)**3 * (low + high)


# Static electronic response: transition sum against the closed form.
for kF_test in (0.5, 1.3):
    for ratio in (0.05, 0.6, 1.0, 1.7):
        q_test = ratio * kF_test
        direct = response_by_quadrature(q_test, kF_test)
        closed = kF_test / (2*pi**2) * lindhard_factor(ratio / 2)
        assert abs(direct / closed - 1) < 1e-7


def frequency_squared_from_force(q, kF, Z, M):
    """Displace the ions by u0*sin(qx), solve the nonlinear
    Thomas-Fermi-Poisson problem, and read omega^2 from the force."""
    size = 64
    x = np.arange(size) * 2*pi / (q * size)
    waves = np.fft.fftfreq(size, d=1/size) * q
    identity = np.eye(size)
    transformed = np.fft.fft(identity, axis=0)
    laplacian = np.fft.ifft(-waves[:, None]**2 * transformed, axis=0).real
    u0 = 1e-3 / q
    ion_charge = density(kF) * (1 - u0 * q * np.cos(q*x))
    V = np.zeros(size)
    for _ in range(12):
        local_k = np.sqrt(kF**2 - V)
        electrons = local_k**3 / (3*pi**2)
        residual = laplacian @ V - 4*pi*e2*(ion_charge - electrons)
        slope = -local_k / (2*pi**2)
        V -= np.linalg.solve(laplacian + 4*pi*e2*np.diag(slope), residual)
    gradient = np.fft.ifft(1j * waves * np.fft.fft(V)).real
    force_amplitude = 2 * np.mean(Z * gradient * np.sin(q*x))
    return -force_amplitude / (M * u0)


# Screened ion mode and its sound limit, from the actual force on ions.
for kF_test, Z_test, M_test in ((0.5, 1, 2.0e4), (0.9, 3, 2.5e4)):
    kTF_test = np.sqrt(4 * kF_test / pi)
    for ratio in (0.01, 0.5, 1.0, 2.0):
        q_test = ratio * kTF_test
        w2 = frequency_squared_from_force(q_test, kF_test, Z_test, M_test)
        expected = plasma_squared(kF_test, Z_test, M_test)
        expected /= 1 + 1 / ratio**2
        assert abs(w2 / expected - 1) < 2e-5
        if ratio == 0.01:
            speed = np.sqrt(w2) / q_test
            target = bohm_staver(kF_test, Z_test, M_test)
            assert abs(speed / target - 1) < 1e-4

# Sodium inputs: mass number and rough measured density and sound speed.
Z = 1
mass_number = 23
rs = 3.9
rough_measured_speed = 3.0
M = mass_number * const.atomic_mass / const.m_e * m_el
bohr = const.physical_constants['Bohr radius'][0]
rydberg = const.physical_constants['Rydberg constant times hc in J'][0]
to_km_s = bohr * rydberg / const.hbar / 1000

kF = fermi_wave_number(rs)
vF = kF / m_el
kTF = np.sqrt(4 * kF / pi)
Omega = np.sqrt(plasma_squared(kF, Z, M))
c = bohm_staver(kF, Z, M)
s0 = np.sqrt(Z * m_el / (3 * M))

# First bend of the dispersion, using the transition sum for eps(q).
bend = 0.5 * (1 / kTF**2 - 1 / (12 * kF**2))


def relative_phase_speed(q):
    eps = 1 + 4*pi*e2/q**2 * response_by_quadrature(q, kF)
    return Omega / np.sqrt(eps) / (c * q)


q_small = 0.1 * kF
phase_small = relative_phase_speed(q_small)
phase_half = relative_phase_speed(0.5 * kF)
assert abs((1 - phase_small) / (bend * q_small**2) - 1) < 0.01


# Dynamic long-wave response; this form continues below the real axis.
def dynamic_factor(s):
    return 1 - s/2 * (np.log((1 + s) / (1 - s)) - 1j*pi)


for s_test in (0.3 + 0.2j, 0.05 + 0.1j):
    real = quad(lambda mu: (mu / (mu - s_test)).real / 2, -1, 1)[0]
    imag = quad(lambda mu: (mu / (mu - s_test)).imag / 2, -1, 1)[0]
    assert abs(real + 1j*imag - dynamic_factor(s_test)) < 1e-7
root = complex(s0)
for _ in range(60):
    root = s0 / np.sqrt(dynamic_factor(root))
assert abs(root**2 * dynamic_factor(root) / s0**2 - 1) < 1e-12
assert abs(root / s0 - (1 - 1j*pi*s0/4)) < 10 * s0**2


def ewald_constant(eta):
    """alpha in the bcc energy -alpha/rs (Ry) of unit point charges."""
    volume = 0.5
    span = range(-8, 9)
    real_sum = 0.0
    wave_sum = 0.0
    for i in span:
        for j in span:
            for k in span:
                for shift in (0.0, 0.5):
                    r = np.sqrt((i+shift)**2 + (j+shift)**2 + (k+shift)**2)
                    if 0 < r < 5:
                        real_sum += erfc(eta * r) / r
                if (i + j + k) % 2 == 0 and (i, j, k) != (0, 0, 0):
                    G2 = (2*pi)**2 * (i*i + j*j + k*k)
                    wave_sum += np.exp(-G2 / (4*eta**2)) / G2
    energy = e2/2 * (real_sum + 4*pi/volume*wave_sum
                     - 2*eta/np.sqrt(pi) - pi/(eta**2 * volume))
    return -energy * (3*volume / (4*pi))**(1/3)


alpha = ewald_constant(2.0)
assert abs(alpha - ewald_constant(2.7)) < 1e-8


def kinetic(r):
    return 0.6 * fermi_wave_number(r)**2


def exchange(r):
    return -3 * fermi_wave_number(r) / (2*pi)


def correlation(r):
    n = np.array([3 / (4*pi*r**3)])
    result = libxc.eval_xc(',LDA_C_PW', n, spin=0, deriv=1)
    return 2 * float(np.ravel(result[0])[0])


def exchange_correlation(r):
    return exchange(r) + correlation(r)


def lattice(r):
    return -alpha / r


def log_volume_derivatives(energy, h=0.002):
    plus = energy(rs * np.exp(h/3))
    minus = energy(rs * np.exp(-h/3))
    middle = energy(rs)
    return (plus - minus) / (2*h), (plus - 2*middle + minus) / h**2


def modulus(energy):
    """Bulk modulus times volume per electron, in Ry."""
    first, second = log_volume_derivatives(energy)
    return second - first


def without_core(r):
    return kinetic(r) + exchange_correlation(r) + lattice(r)


# Zero pressure at the chosen density fixes the core radius.
core_energy = log_volume_derivatives(without_core)[0]
rc = np.sqrt(core_energy * rs**3 / 3)


def core(r):
    return 3 * rc**2 / r**3


def total(r):
    return without_core(r) + core(r)


n_na = density(kF)
core_direct = n_na * quad(lambda r: 4*pi*r**2 * e2/r, 0, rc)[0]
assert abs(core_direct / core(rs) - 1) < 1e-9
minimum = minimize_scalar(total, bounds=(3.0, 5.0), method='bounded',
                          options={'xatol': 1e-7})
assert abs(minimum.x - rs) < 1e-3

B_kin = modulus(kinetic)
B_xc = modulus(exchange_correlation)
B_lattice = modulus(lattice)
B_core = modulus(core)
B_total = modulus(total)
c_gas = np.sqrt(Z * B_kin / M)
c_xc = np.sqrt(Z * (B_kin + B_xc) / M)
c_solid = np.sqrt(Z * B_total / M)

# Compression of the free gas must give the screened-mode speed.
assert abs(c_gas / c - 1) < 1e-5
# Local-density response kernel against the energy curvature.
kernel = libxc.eval_xc('LDA_X,LDA_C_PW', np.array([n_na]),
                       spin=0, deriv=2)[2][0]
B_kernel = n_na * (2*pi**2/kF + 2*float(np.ravel(kernel)[0]))
assert abs(B_kernel / (B_kin + B_xc) - 1) < 1e-3
# The omitted terms are each larger than their sum.
net = B_xc + B_lattice + B_core
assert abs(net) < min(abs(B_xc), abs(B_lattice), abs(B_core))
assert abs(c_solid / c - 1) < 0.2
assert abs(c * to_km_s / rough_measured_speed - 1) < 0.2

print("SODIUM: INPUTS")
print(f"ion charge number Z = {Z}")
print(f"ion mass = {mass_number} u (mass number)")
print(f"rough measured rs = {rs:.1f} bohr")
print(f"rough measured longitudinal speed = {rough_measured_speed:.0f} km/s")
print("SCREENED ION MODE")
print(f"ion mass M = {M:.1f} Rydberg mass units (m = 1/2)")
print(f"electron density n = {n_na:.6f} bohr^-3")
print(f"Fermi wave number kF = {kF:.4f} bohr^-1")
print(f"Fermi energy = {kF**2:.4f} Ry")
print(f"Fermi velocity vF = {vF:.4f} bohr Ry/hbar")
print(f"Fermi velocity vF = {vF*to_km_s:.1f} km/s")
print(f"bare ion plasma energy = {Omega:.6f} Ry")
print(f"Thomas-Fermi wave number kTF = {kTF:.4f} bohr^-1")
print(f"speed ratio c/vF = {s0:.6f}")
print(f"Bohm-Staver speed c = {c:.6f} bohr Ry/hbar")
print(f"Bohm-Staver speed c = {c*to_km_s:.3f} km/s")
print("LIMITS OF THE SOUND LAW")
print(f"bend coefficient = {bend:.4f} bohr^2")
print(f"omega/(c q) at q = 0.1 kF: {phase_small:.6f}")
print(f"omega/(c q) at q = 0.5 kF: {phase_half:.4f}")
print(f"dynamic root, real part/s0 = {root.real/s0:.7f}")
print(f"dynamic root, imaginary part/s0 = {root.imag/s0:.6f}")
print("BCC EMPTY-CORE MODEL")
print(f"lattice constant alpha = {alpha:.6f} Ry bohr")
print(f"core radius from zero pressure = {rc:.4f} bohr")
print("Bulk modulus times volume per electron:")
print(f"  kinetic = {B_kin:.5f} Ry")
print(f"  exchange and correlation = {B_xc:.5f} Ry")
print(f"  lattice electrostatics = {B_lattice:.5f} Ry")
print(f"  ion core = {B_core:.5f} Ry")
print(f"  sum of the three omitted terms = {net:.5f} Ry")
print(f"  total = {B_total:.5f} Ry")
print(f"speed, kinetic term only = {c_gas*to_km_s:.3f} km/s")
print(f"speed, kinetic + exchange-correlation = {c_xc*to_km_s:.3f} km/s")
print(f"speed, full model sqrt(B/density) = {c_solid*to_km_s:.3f} km/s")
print(f"full-model speed / Bohm-Staver speed = {c_solid/c:.4f}")
print("every check passed")
```

Output:

```
SODIUM: INPUTS
ion charge number Z = 1
ion mass = 23 u (mass number)
rough measured rs = 3.9 bohr
rough measured longitudinal speed = 3 km/s
SCREENED ION MODE
ion mass M = 20963.2 Rydberg mass units (m = 1/2)
electron density n = 0.004025 bohr^-3
Fermi wave number kF = 0.4921 bohr^-1
Fermi energy = 0.2422 Ry
Fermi velocity vF = 0.9842 bohr Ry/hbar
Fermi velocity vF = 1076.5 km/s
bare ion plasma energy = 0.002197 Ry
Thomas-Fermi wave number kTF = 0.7915 bohr^-1
speed ratio c/vF = 0.002820
Bohm-Staver speed c = 0.002775 bohr Ry/hbar
Bohm-Staver speed c = 3.035 km/s
LIMITS OF THE SOUND LAW
bend coefficient = 0.6260 bohr^2
omega/(c q) at q = 0.1 kF: 0.998488
omega/(c q) at q = 0.5 kF: 0.9643
dynamic root, real part/s0 = 0.9999917
dynamic root, imaginary part/s0 = -0.002215
BCC EMPTY-CORE MODEL
lattice constant alpha = 1.791859 Ry bohr
core radius from zero pressure = 1.6989 bohr
Bulk modulus times volume per electron:
  kinetic = 0.16144 Ry
  exchange and correlation = -0.11691 Ry
  lattice electrostatics = -0.20420 Ry
  ion core = 0.29196 Ry
  sum of the three omitted terms = -0.02916 Ry
  total = 0.13228 Ry
speed, kinetic term only = 3.035 km/s
speed, kinetic + exchange-correlation = 1.594 km/s
speed, full model sqrt(B/density) = 2.748 km/s
full-model speed / Bohm-Staver speed = 0.9052
every check passed
```
